\section*{Dipole coupling and isotopic dilution of silicon-hydrogen stretching modes on Si(111)}

\section*{What is being compared}

\textbf{Q.} A complete hydrogen layer on Si(111) absorbs at a different frequency from an isolated Si--H bond. Every bond in the layer has new chemical surroundings. Why should I believe in any other cause?

\textbf{A.} Because the bonds also move together. Each stretching bond carries an oscillating dipole, and its field acts on the neighbouring bonds while they vibrate. To separate the two causes we need a case in which the surroundings stay the same but the neighbours do not take part in the vibration.

Take a flat triangular lattice with one Si--H bond per site, normal to the surface. Let $x_i$ be the bond extension, $k$ its force constant with all other nuclei, all induced dipoles and the polarization of the substrate held fixed, and $\mu$ the reduced mass. The silicon atom is taken to recoil freely, since the stretch lies well above the lattice vibrations. This is not exact: if its neighbours hold the silicon atom with a frequency of 400~cm$^{-1}$, a stretch near 2080~cm$^{-1}$ rises by about 1.4~cm$^{-1}$. The clamped frequency is $\omega_0=\sqrt{k/\mu}$. I use Rydberg units, $\hbar=1$, $e^2=2$, electron mass $1/2$, with lengths in bohr. The motion is harmonic, and retardation and damping are left out.

\textbf{Q.} A dipole above silicon also polarizes the silicon. Where is that?

\textbf{A.} In the coupling. Let the dipoles sit at height $d$ above a half-space of dielectric constant $\epsilon$. For a unit normal dipole, the potential below it is
\begin{equation}
\phi_{\rm inc}=-\int_0^\infty k\,e^{-k(d-z)}J_0(kR)\,dk .
\end{equation}
Here $k$ is a wave number and $R$ the lateral distance. Give the reflected part the amplitude $b$ and the factor $e^{-k(d+z)}$, and the transmitted part the amplitude $t$. Continuity of the potential and of the normal displacement at $z=0$ requires
\begin{equation}
1+b=t,\qquad 1-b=\epsilon t,
\end{equation}
so $b=-\beta$ with $\beta=(\epsilon-1)/(\epsilon+1)$. With $s=z+d$, the reflected potential is $\beta s/(R^2+s^2)^{3/2}$, and its normal field is
\begin{equation}
-\frac{\partial}{\partial s}\frac{\beta s}{(R^2+s^2)^{3/2}}
=-\beta\,\frac{R^2-2s^2}{(R^2+s^2)^{5/2}} .
\end{equation}
The coupling $U$ is minus the field at the second dipole, where $s=2d$. Adding the direct field $-1/R^3$ gives, for $R\ne0$,
\begin{equation}
U(R)=\frac1{R^3}+\beta\,\frac{R^2-8d^2}{(R^2+4d^2)^{5/2}},
\qquad U_{00}=-\frac{\beta}{4d^3}.
\end{equation}
The second expression is the action of a dipole's own image. For $R\gg 2d$ the coupling tends to $(1+\beta)/R^3$.

\section*{Electrons that follow the nuclei}

\textbf{Q.} The bonds have polarizable electrons too. They should weaken the coupling.

\textbf{A.} For the uniform motion of the layer they do. A single close pair can still be coupled more strongly: in the model layer at the end, the coupling of nearest neighbours grows by 8\%. Let $e(Zx_i+m_i)$ be the dipole at site $i$, with dynamical charge $Z$ and induced part $em_i$, and let $\alpha$ be the normal electronic polarizability volume. In-plane polarization is neglected; in the model layer at the end, an isotropic polarizability of the same size would raise the dynamical shift from 7.79 to 7.83~cm$^{-1}$. In matrix notation the electrical energy is
\begin{equation}
V_{\rm el}=e^2\left[\frac{m^Tm}{2\alpha}+\frac12p^TUp\right],
\qquad p=Zx+m .
\end{equation}
The electrons are fast, so they minimize this energy at fixed $x$:
\begin{equation}
\frac m\alpha+Up=0\;\Rightarrow\; m=-\alpha Up
\;\Rightarrow\; p=(1+\alpha U)^{-1}Zx .
\end{equation}
Inserting $m$ gives
\begin{align}
V_{\rm el}&=\frac{e^2}{2}\,p^T(\alpha U^2+U)p
=\frac{e^2}{2}\,p^TU(1+\alpha U)p\\
&=\frac{e^2Z^2}{2}\,x^TWx,\qquad W=U(1+\alpha U)^{-1}.
\end{align}
The last step uses the fact that all functions of $U$ commute. The minimum exists if $1+\alpha\hat U(\mathbf q)>0$ for every wave vector, where the hat denotes the lattice Fourier sum.

\section*{The full layer and the single oscillator}

\textbf{Q.} Then the shift is simply the sum of $W$ over the lattice?

\textbf{A.} That depends on the starting frequency. The equation of motion is
\begin{equation}
\mu\omega^2x_i=kx_i+e^2Z^2\sum_jW_{ij}x_j .
\end{equation}
Light excites the uniform motion of a full layer, in which all $x_j$ are equal. With $\kappa=e^2Z^2/\mu=2Z^2/\mu$,
\begin{equation}
\Omega^2=\omega_0^2+\kappa\hat W(0),\qquad
\hat W(0)=\frac{\hat U(0)}{1+\alpha\hat U(0)} .
\end{equation}
Now let one bond vibrate while the others keep their electrons but have nuclei at rest. Only $j=i$ survives:
\begin{equation}
\omega_s^2=\omega_0^2+\kappa W_{00},\qquad
W_{00}=\frac1N\sum_{\mathbf q}\hat W(\mathbf q).
\end{equation}
The self term $W_{00}$ contains the bond's own image, the response of the bond's own electrons to that image, and the reaction of its polarized neighbours. It is present at every dilution, so it cancels in the difference:
\begin{equation}
\Omega^2-\omega_s^2=\kappa S,\qquad
S=\hat W(0)-W_{00}=\sum_{j\ne0}W_{0j}. \label{shift}
\end{equation}
This is the dynamical dipole shift. Using $\hat W(0)$ alone would give the shift from the clamped bond, which dilution does not reach. For positive $S$ the shift is upward: parallel dipoles side by side repel, and that stiffens their common motion.

\textbf{Q.} The sum of $1/R^3$ converges slowly, and light has a finite wave vector. Is $\hat U(0)$ the right value?

\textbf{A.} The image part can be written
\begin{equation}
-\beta\int_0^\infty k^2e^{-2dk}J_0(kR)\,dk
=-\beta\int\frac{d^2k}{2\pi}\,k\,e^{-2dk}e^{i\mathbf k\cdot\mathbf R}.
\end{equation}
Summing over all sites, with area $A$ per site, selects the reciprocal vectors $\mathbf G$:
\begin{equation}
\sum_{\mathbf R}U_{\rm im}(\mathbf R)
=-\frac{2\pi\beta}{A}\sum_{\mathbf G}G\,e^{-2dG}.
\end{equation}
The term $G=0$ vanishes: a uniform sheet of image dipoles produces no field outside itself. At wave vector $\mathbf q$, $G$ becomes $|\mathbf q+\mathbf G|$, and the term $\mathbf G=0$ contributes $-2\pi\beta q/A$ to leading order. The direct coupling is the same integral with $\beta=1$ and vertical separation tending to zero, apart from the removed site $R=0$, which does not depend on $\mathbf q$. It contributes $-2\pi q/A$. The other terms, summed over the symmetric lattice, depart from their values at $q=0$ only at order $q^2$. Hence
\begin{equation}
\hat U(q)\simeq\hat U(0)-\frac{2\pi(1+\beta)}{A}\,q .
\end{equation}
The value at $q=0$ is finite, and the numbers below show how little the wave vector of light changes it.

\section*{Dilution with deuterium}

\textbf{Q.} Nobody can hold the neighbouring nuclei at rest.

\textbf{A.} Deuterium comes close. In the adiabatic harmonic picture, replacing H by D leaves $k$, $Z$, $\alpha$ and $U$ unchanged. Only the mass changes, and the D stretch moves far below the H stretch.

First neglect the D motion. Let $N_H$ of $N$ sites, chosen at random, carry H. A uniform field $E$ induces $m=\alpha(E/e)/(1+\alpha\hat U(0))$ on every site, so the force on each nucleus is
\begin{equation}
eZE\left[1-\frac{\alpha\hat U(0)}{1+\alpha\hat U(0)}\right]
=\frac{eZE}{1+\alpha\hat U(0)} .
\end{equation}
It is the same on all sites. Light therefore excites the state $|b\rangle=N_H^{-1/2}\sum_{i\in H}|i\rangle$. A mode $n$ absorbs in proportion to $\omega\,|\langle b|n\rangle|^2\delta(\omega^2-\omega_n^2)$. Integrated over $\omega$, this gives $|\langle b|n\rangle|^2/2$, so the line areas are the weights of the modes in $|b\rangle$. The area-weighted mean of $\omega^2$ is then a matrix element, and no mode has to be known:
\begin{equation}
\langle\omega^2\rangle=\omega_s^2+\frac{\kappa}{N_H}
\sum_{i\ne j\in H}W_{ij}.
\end{equation}
Given H on site $i$, another site carries H with probability $c'=(N_H-1)/(N-1)$. Averaging over arrangements,
\begin{equation}
\overline{\langle\omega^2\rangle}=\omega_s^2+\kappa c'S .\label{line}
\end{equation}
In a large layer $c'$ becomes the H fraction $c$. The intercept is the single-oscillator value and the rise to $c=1$ is the dynamical shift.

\textbf{Q.} A random layer has no uniform mode. Should the band not broaden?

\textbf{A.} It should, and (\ref{line}) concerns the centroid, not the peak. Acting on $|b\rangle$, the coupling gives site $i$ the amplitude $\kappa r_i/\sqrt{N_H}$, where $r_i$ is the sum of $W_{ij}$ over the other H sites. For independent occupation $r_i$ has mean $cS$ and variance $c(1-c)Q$, so in a large layer
\begin{equation}
\mathrm{var}(\omega^2)=\kappa^2c(1-c)Q,\qquad Q=\sum_{j\ne0}W_{0j}^2 .
\end{equation}
This width vanishes at both ends and is largest at $c=1/2$.

\textbf{Q.} But the deuterium atoms do move.

\textbf{A.} In the mass-weighted coordinates $\sqrt{\mu_i}\,x_i$, a lone H couples to the D at site $j$ by $e^2Z^2W_{0j}/\sqrt{\mu_H\mu_D}$. If the narrow D band is placed at $\omega_s^2\mu_H/\mu_D$, second-order perturbation theory gives
\begin{equation}
\delta(\omega^2)=\frac{(e^2Z^2)^2Q/(\mu_H\mu_D)}{\omega_s^2(1-\mu_H/\mu_D)}
=\frac{\kappa^2Q}{\omega_s^2}\,\frac{\mu_H}{\mu_D-\mu_H}.
\end{equation}
The lone H is pushed up slightly. At finite $c$ the centroid also changes only at second order. The H--D coupling alters the effective H matrix at second order. It alters the line areas at first order, but those areas weight level differences that are themselves of first order.

\section*{Why another diluent does not do the same}

\textbf{Q.} Could I not replace H by some other atom and extrapolate?

\textbf{A.} You would change the chemistry along with the coupling. Suppose each foreign neighbour adds $\eta$ to the local $\omega^2$ of a bond, with $W$ unchanged. A bond has six neighbours, each foreign with probability $1-c'$, so
\begin{equation}
\overline{\langle\omega^2\rangle}=\omega_s^2+6\eta(1-c')+\kappa c'S .
\end{equation}
The slope is now $\kappa S-6\eta$. It can be small, or negative, while the dipole coupling is untouched.

\textbf{Q.} So the isotopic intercept, minus the frequency of a reference bond, is the chemical shift?

\textbf{A.} Not quite. With $\omega_{\rm ref}$ for the reference bond,
\begin{equation}
\Omega-\omega_{\rm ref}=(\omega_0-\omega_{\rm ref})
+(\omega_s-\omega_0)+(\Omega-\omega_s).
\end{equation}
The parts are chemical, self-field and dynamical. Isotopic dilution measures the last one and the sum of the first two. Parting those two needs a calculation of $W_{00}$.

\section*{Numbers for a model layer}

\textbf{Q.} Are these distinctions large enough to matter?

\textbf{A.} Take round model values: spacing $a=7.3$, $d=3$, $\alpha=10$, $Z=0.2$, $\epsilon=12$, $\omega_0=0.0190$~Ry, $\omega_{\rm ref}=0.0191$~Ry and silicon mass 28~u. Then $\beta=0.846$, $\mu_H=886.66$, and $\kappa=2(0.2)^2/886.66=9.023\times10^{-5}$.

Summing $1/R^3$ out to 300 spacings, with a continuum tail, gives $11.034/a^3=0.02836$. The images add $-0.001815$, so $\hat U(0)=0.02655$. The self-image term alone is $-0.007835$, so the images of the other bonds contribute $+0.00602$ and cancel about three quarters of it. The substrate thus lowers the single oscillator more than the full layer. In the electrostatic formula, a wave vector equal to that of light, $\omega_0/c_{\rm light}=6.9\times10^{-5}$, lowers $\hat U$ by a fraction of about $7\times10^{-4}$. Retardation, left out here, turns this term into a damping for light arriving from the vacuum. For light totally reflected inside the silicon at $45^\circ$ it remains mainly a lowering. In both cases it stays well below one per cent of $\hat U(0)$.

Screening gives
\begin{equation}
\hat W(0)=\frac{0.02655}{1+0.2655}=0.02098 .
\end{equation}
Averaging $\hat W$ over a $90\times90$ mesh of wave vectors gives $W_{00}=-0.00893$, hence $S=0.02991$. Without electronic polarizability $S$ would be $0.026549+0.007835=0.03438$, so screening removes 13\% of it. From (\ref{shift}),
\begin{equation}
\Omega-\omega_s=\frac{\kappa S}{\Omega+\omega_s}
=\frac{2.699\times10^{-6}}{0.03803}=7.10\times10^{-5}\ \mathrm{Ry},
\end{equation}
which is $7.79$~cm$^{-1}$. The self-field part is $-2.33$~cm$^{-1}$ and the chosen chemical part $-10.97$~cm$^{-1}$. The total, $-5.51$~cm$^{-1}$, has the opposite sign to the dynamical shift it contains. Keeping $\hat W(0)$ alone would give $5.46$~cm$^{-1}$, which is 30\% below the shift seen on dilution.

These values depend strongly on the height of the dipoles. With $d=2$ and all else unchanged, the self-field part would be $-9.7$~cm$^{-1}$ and the dynamical part $12.9$~cm$^{-1}$. So close to the surface, a sharp dielectric boundary is only a model, and the numbers illustrate the separation rather than predict it for Si(111).

\textbf{Q.} Would a real mixture, with moving deuterium, show the straight line?

\textbf{A.} I diagonalized the mass-weighted force matrix of periodic cells with 225 sites, for 60 random H/D arrangements at each composition. For chemical dilution the foreign atoms were inert, and each raised the frequency of a neighbouring bond by $10^{-5}$~Ry, so $\eta=2\omega_0\times10^{-5}=3.8\times10^{-7}$~Ry$^2$. Centroids relative to $\omega_s$, and the isotopic band widths, are in cm$^{-1}$:

\begin{center}
\begin{tabular}{ccccc}
$c'$ & H/D & line (\ref{line}) & chemical & H/D width\\
\hline
0.094 & 0.74 & 0.73 & 6.70 & 0.46\\
0.246 & 1.91 & 1.91 & 6.89 & 0.68\\
0.496 & 3.87 & 3.86 & 7.19 & 0.81\\
0.750 & 5.85 & 5.84 & 7.49 & 0.70
\end{tabular}
\end{center}

A straight-line fit to the isotopic data starts within $0.01$~cm$^{-1}$ of $\omega_s$ and rises by $7.79$~cm$^{-1}$. The chemical data start $6.59$~cm$^{-1}$ too high and rise by only $1.20$~cm$^{-1}$. Read as a dipole shift, that slope would be too small by a factor of about 6.5. A lone H in a D layer is raised by $0.003$~cm$^{-1}$.

\textbf{Q.} At half coverage your width formula gives $0.85$, not $0.81$.

\textbf{A.} The formula assumes independent sites, but each cell holds a fixed number of H atoms. Given H on site $i$, two other sites both carry H with probability $c'c''$, where $c''=(N_H-2)/(N-2)$. The mean of $r_i^2$ is therefore $c'Q+c'c''(S^2-Q)$. Subtracting $(c'S)^2$ leaves
\begin{equation}
c'(1-c'')Q-c'(c'-c'')S^2 .
\end{equation}
For $N_H=112$, $N=225$ and $S^2/Q=21.0$, the value in this cell, this is $0.2276\,Q$ instead of $0.25\,Q$. The width falls by the factor $\sqrt{0.2276/0.25}=0.954$, to $0.81$~cm$^{-1}$. The small spread of centroids between arrangements is ignored here.

\section*{What the slope can and cannot prove}

\textbf{Q.} Is there a second experiment that would expose an error?

\textbf{A.} Dilute D with H and follow the D band. Since $k$ and $e^2Z^2W$ are common to both isotopes, $\Omega$ and $\omega_s$ both scale as $\mu^{-1/2}$. With $\mu_D=1712.55$, the D shift should be
\begin{equation}
7.79\,\sqrt{886.66/1712.55}=5.6\ \mathrm{cm}^{-1}.
\end{equation}
A departure from this ratio can come from anharmonicity, from isotope-dependent zero-point averages of $k$ and $Z$, from coupled motion of the silicon atoms, or from defects that differ between the layers compared. Anharmonicity alone is a modest effect: for a Morse bond with $\omega_ex_e=35$~cm$^{-1}$ and a dipole linear in $x$, the ratio is about 5\% lower.

\textbf{Q.} And if both slopes agree, is dipole coupling proved?

\textbf{A.} Coupled motion is supported, but not its dipolar origin. An additional static coupling energy $f_{ij}x_ix_j$ between bonds, carried by the electrons of the substrate, would add $f_{ij}$ to $e^2Z^2W_{ij}$ and would be diluted in the same way. Coupling through the motion of the silicon atoms is different. A heavier hydrogen isotope makes its silicon atom recoil more, so this coupling would shift D more than H, contrary to the ratio above. The dipolar share has to be judged from $Z$, which the absorption strength constrains through the effective charge $Z/(1+\alpha\hat U(0))$, here $0.158$.

The arrangement matters as well. If H atoms cluster, a site near an H is occupied with probability above $c$, and for positive $W_{ij}$ the centroid lies above the line. Steps and vacancies change $k$ locally. If their density varies from one mixture to the next, chemical shifts enter the slope again. The separation therefore requires a well-ordered layer, random isotopic mixing, and centroids taken over the whole H band.
